\section*{Longitudinal and transverse phonons: a permittivity relation without mode pairing, part 1}

(Sections cited here and not found follow in the second part.)

\section{The theorem and its proof}

A calculation of how electrons in a transistor channel lose energy to the polar phonons of a nearby dielectric needs the permittivity $\epsilon(\omega)$ of that dielectric. The available data are often two lists of frequencies, one for transverse and one for longitudinal phonons, together with the high-frequency permittivity. With one polar mode the two lists have one entry each. With several, a decision seems necessary: which longitudinal mode belongs to which transverse mode? The theorem below shows that neither $\epsilon(\omega)$ nor its static value depends on that decision. A pairing can do harm when the strength of one of several modes is computed from one pair of frequencies, as the second half shows.

\subsection{Model and assumptions}

The primitive cell has volume $V$ and contains atoms $\kappa$ of mass $m_\kappa$. In the limit of long waves every cell moves alike, with displacements $u_{\kappa\alpha}$, where $\alpha=x,y,z$. The macroscopic electric field is $\mathbf E$, the elementary charge is $e$, and $\epsilon_{\rm v}$ is the permittivity of vacuum; all other permittivities are relative. The energy per cell, to second order in $u$ and $E$, is
\begin{align}
W={}&\tfrac12\sum_{\kappa\alpha,\kappa'\beta}u_{\kappa\alpha}K_{\kappa\alpha,\kappa'\beta}u_{\kappa'\beta}
-e\sum_{\kappa\alpha\beta}E_\beta Z_{\kappa,\beta\alpha}u_{\kappa\alpha}\nonumber\\
&-\tfrac12\epsilon_{\rm v}V(\epsilon_\infty-1)E^2 .
\label{energy}
\end{align}
Here $K$ holds the force constants at zero macroscopic field, $Z$ the Born effective charges, and $\epsilon_\infty$ the electronic permittivity. The assumptions are these.

\begin{enumerate}
\item The crystal is harmonic and stable: $K$ is positive except for uniform translations, which cost no energy.
\item The crystal is cubic and insulating, and its electrons follow the ions and the field without delay. Thus $\epsilon_\infty$ is a constant, read above the phonon frequencies and well below the electronic transitions.
\item There is no damping.
\item The strain is held at zero. In a piezoelectric cubic crystal a free sample also deforms in a static field, and its measured static permittivity then contains a further term that is absent here.
\item The wavevector $q$ is small compared with the zone boundary. For transverse waves it is also large enough for retardation to be neglected; the condition is given in the proof of Lemma 3.
\end{enumerate}

A uniform translation must leave $W$ unchanged at any field. The term linear in $E$ therefore gives $\sum_\kappa Z_{\kappa,\beta\alpha}=0$, which is the neutrality of the cell.

The force on an atom is $-\partial W/\partial u$, and the dipole moment of the cell is $V\mathbf P=-\partial W/\partial\mathbf E$. Both contain the same charges $Z$ because they come from the same energy:
\begin{align}
m_\kappa\ddot u_{\kappa\alpha}&=-\sum_{\kappa'\beta}K_{\kappa\alpha,\kappa'\beta}u_{\kappa'\beta}+e\sum_\beta Z_{\kappa,\beta\alpha}E_\beta,\\
P_\beta&=\frac eV\sum_{\kappa\alpha}Z_{\kappa,\beta\alpha}u_{\kappa\alpha}+\epsilon_{\rm v}(\epsilon_\infty-1)E_\beta .
\end{align}
Now set $s_{\kappa\alpha}=\sqrt{m_\kappa}\,u_{\kappa\alpha}$ and define
\begin{equation}
D_{\kappa\alpha,\kappa'\beta}=\frac{K_{\kappa\alpha,\kappa'\beta}}{\sqrt{m_\kappa m_{\kappa'}}},\qquad
(g_\beta)_{\kappa\alpha}=\frac{e\,Z_{\kappa,\beta\alpha}}{\sqrt{\epsilon_{\rm v}V m_\kappa}} .
\end{equation}
Dividing the equation of motion by $\sqrt{m_\kappa}$ gives
\begin{align}
\ddot s&=-Ds+\sqrt{\epsilon_{\rm v}V}\sum_\beta g_\beta E_\beta,\label{motion}\\
P_\beta&=\sqrt{\frac{\epsilon_{\rm v}}{V}}\;g_\beta\!\cdot s+\epsilon_{\rm v}(\epsilon_\infty-1)E_\beta.\label{pol}
\end{align}
The first term of $P_\beta$ is the ionic polarization $P^{\rm ion}_\beta$.

\subsection{Statement}

\textbf{Theorem.} Let $\omega_{T1}<\dots<\omega_{TN}$ be the distinct transverse frequencies of the modes that carry a dipole, and let $\omega_{L1}\le\dots\le\omega_{LN}$ be the longitudinal frequencies. Under the assumptions above,
\begin{equation}
\frac{\epsilon(\omega)}{\epsilon_\infty}=\prod_{j=1}^N\frac{\omega_{Lj}^2-\omega^2}{\omega_{Tj}^2-\omega^2},
\label{factor}
\end{equation}
and at zero frequency
\begin{equation}
\frac{\prod_j\omega_{Lj}^2}{\prod_j\omega_{Tj}^2}=\frac{\epsilon(0)}{\epsilon_\infty}.
\label{main}
\end{equation}

The proof uses four lemmas. The first says what cubic symmetry does to the dipoles, the second gives the permittivity, the third finds the field that accompanies a wave, and the fourth is a property of determinants.

\subsection{Lemma 1: polar modes of a cubic crystal}

\textbf{Lemma 1.} There are orthonormal vectors $e_{j\alpha}$, with $j=1,\dots,N$ and $\alpha=x,y,z$, and numbers $\Omega_j>0$ such that
\begin{equation}
De_{j\alpha}=\omega_{Tj}^2e_{j\alpha},\qquad g_\alpha=\sum_{j=1}^N\Omega_j e_{j\alpha}.
\label{polar}
\end{equation}

\textbf{Proof.} Let $\Pi_j$ project on the space of all eigenvectors of $D$ with one given eigenvalue, and form the three-by-three matrix
\begin{equation}
A_{\alpha\beta}=g_\alpha^{\mathsf T}\Pi_jg_\beta .
\end{equation}
A symmetry operation with rotation matrix $R$ permutes equivalent atoms and turns their displacements. It acts on $s$ as an orthogonal matrix $S$ that commutes with $D$, and hence with $\Pi_j$. The dipole turns as a vector, so $g_\alpha\cdot(Ss)=\sum_\gamma R_{\alpha\gamma}\,g_\gamma\cdot s$ for every $s$, which means $S^{\mathsf T}g_\alpha=\sum_\gamma R_{\alpha\gamma}g_\gamma$. Since $\Pi_j=S\Pi_jS^{\mathsf T}$,
\begin{equation}
A_{\alpha\beta}=(S^{\mathsf T}g_\alpha)^{\mathsf T}\Pi_j(S^{\mathsf T}g_\beta)=\sum_{\gamma\delta}R_{\alpha\gamma}A_{\gamma\delta}R_{\beta\delta}.
\end{equation}
Every cubic point group contains twofold rotations about $x$, $y$ and $z$. The rotation about $z$ reverses $x$ and $y$, so $A_{xz}=-A_{xz}=0$ and likewise $A_{yz}=0$; the rotation about $x$ gives $A_{xy}=0$. Every cubic group also contains the threefold rotation that carries $x$ to $y$, $y$ to $z$ and $z$ to $x$, so the three diagonal elements are equal. They are squared lengths, $A_{\alpha\alpha}=|\Pi_jg_\alpha|^2\ge0$, and we write
\begin{equation}
g_\alpha^{\mathsf T}\Pi_jg_\beta=\Omega_j^2\,\delta_{\alpha\beta}.
\end{equation}
If $\Omega_j=0$, the eigenspace carries no dipole. If $\Omega_j>0$, the vectors $e_{j\alpha}=\Pi_jg_\alpha/\Omega_j$ are orthonormal by the last equation, and those of different eigenvalues are orthogonal because $D$ is symmetric. The projectors sum to one, so $g_\alpha=\sum_j\Pi_jg_\alpha=\sum_j\Omega_je_{j\alpha}$.

It remains to exclude the eigenvalue zero. By stability its eigenvectors are the translations, with components $\sqrt{m_\kappa}$ in one direction $\alpha$. Their product with $g_\beta$ is proportional to $\sum_\kappa Z_{\kappa,\beta\alpha}=0$. The acoustic modes thus carry no dipole, and all $\omega_{Tj}^2$ in the sum are positive. $\square$

The same symmetry argument, applied to the electronic response, shows that $\epsilon_\infty$ is a single number. If two polar modes happen to have the same transverse frequency, they form one eigenspace and count once. The remaining combination has no dipole and does not take part.

\subsection{Lemma 2: the permittivity}

\textbf{Lemma 2.} The permittivity is the same in all directions and equals
\begin{equation}
\epsilon(\omega)=\epsilon_\infty+\sum_{j=1}^N\frac{\Omega_j^2}{\omega_{Tj}^2-\omega^2}.
\label{oscillators}
\end{equation}

\textbf{Proof.} For a field proportional to $e^{-i\omega t}$, equation (\ref{motion}) becomes $(D-\omega^2)s=\sqrt{\epsilon_{\rm v}V}\sum_\beta g_\beta E_\beta$. By (\ref{polar}) its driven solution is
\begin{equation}
s=\sqrt{\epsilon_{\rm v}V}\sum_{j\beta}\frac{\Omega_jE_\beta}{\omega_{Tj}^2-\omega^2}\,e_{j\beta}.
\end{equation}
Insert this in (\ref{pol}). The prefactors multiply to $\epsilon_{\rm v}$, and $g_\alpha\cdot e_{j\beta}=\Omega_j\delta_{\alpha\beta}$, so
\begin{equation}
P_\alpha=\epsilon_{\rm v}\Big[\sum_j\frac{\Omega_j^2}{\omega_{Tj}^2-\omega^2}+\epsilon_\infty-1\Big]E_\alpha .
\end{equation}
With $\epsilon_{\rm v}\epsilon E_\alpha=\epsilon_{\rm v}E_\alpha+P_\alpha$ this is (\ref{oscillators}). $\square$

\subsection{Lemma 3: the field of a long wave}

\textbf{Lemma 3.} For every direction $\hat{\mathbf q}$ of the wavevector, the polar modes consist of $2N$ transverse ones with frequencies $\omega_{Tj}$, and $N$ longitudinal ones whose squared frequencies are the eigenvalues of
\begin{equation}
L_{jk}=\omega_{Tj}^2\,\delta_{jk}+\frac{\Omega_j\Omega_k}{\epsilon_\infty}.
\label{Lmatrix}
\end{equation}

\textbf{Proof.} Let $\mathbf F=\epsilon_{\rm v}\mathbf E+\mathbf P$ be the displacement field. Maxwell's equations without free charges or currents give, for a plane wave, $\mathbf q\cdot\mathbf F=0$ and, for the parts normal to $\mathbf q$, $q^2\mathbf E_\perp=\mu_0\omega^2\mathbf F_\perp$, where $\mu_0$ is the vacuum permeability.

For the transverse part, insert $\mathbf F_\perp=\epsilon_{\rm v}\epsilon_\infty\mathbf E_\perp+\mathbf P^{\rm ion}_\perp$ and $\mu_0\epsilon_{\rm v}=1/c^2$:
\begin{equation}
\mathbf E_\perp=\frac{\omega^2}{c^2q^2-\epsilon_\infty\omega^2}\,\frac{\mathbf P^{\rm ion}_\perp}{\epsilon_{\rm v}} .
\end{equation}
This field falls as $1/q^2$ at large $q$. Its effect on the frequencies is negligible when $cq$ is large compared with $\sqrt{\epsilon_\infty}\,\omega$ and also with every $\Omega_j$. For a strong soft mode the second condition is the stricter one. The longitudinal part obeys $\epsilon_{\rm v}\epsilon_\infty E_q+P^{\rm ion}_q=0$, where the subscript $q$ marks a component along $\hat{\mathbf q}$, so
\begin{equation}
E_q=-\frac{P^{\rm ion}_q}{\epsilon_{\rm v}\epsilon_\infty}.
\label{depol}
\end{equation}
The minus sign says that the field opposes the polarization that makes it. The factor $1/\epsilon_\infty$ is the screening by electrons.

Let $g_q=\sum_\beta\hat q_\beta g_\beta$. By (\ref{pol}), $P^{\rm ion}_q=\sqrt{\epsilon_{\rm v}/V}\,g_q\cdot s$. Putting (\ref{depol}) into (\ref{motion}) gives
\begin{equation}
\ddot s=-Ds-\sqrt{\epsilon_{\rm v}V}\,g_q\,\frac{\sqrt{\epsilon_{\rm v}/V}\;g_q\!\cdot s}{\epsilon_{\rm v}\epsilon_\infty}
=-\Big(D+\frac{g_qg_q^{\mathsf T}}{\epsilon_\infty}\Big)s .
\end{equation}
For any unit vector $\hat{\mathbf t}$ normal to $\hat{\mathbf q}$, the pattern $\sum_\alpha\hat t_\alpha e_{j\alpha}$ is orthogonal to $g_q$, because the product is $\Omega_j\,\hat{\mathbf t}\cdot\hat{\mathbf q}=0$. It keeps the frequency $\omega_{Tj}$, and there are two such directions for each $j$. The patterns $e_{jq}=\sum_\alpha\hat q_\alpha e_{j\alpha}$ satisfy $g_q\cdot e_{jq}=\Omega_j$, so among themselves the matrix has the elements (\ref{Lmatrix}). Nothing in $L$ depends on the direction. $\square$

The added term is positive, so it stiffens the lattice against longitudinal motion. It also has elements between different $j$: the dipole of one transverse pattern makes a field that drives the others. This is why a longitudinal mode is in general a mixture of several transverse patterns.

\subsection{Lemma 4: a determinant}

\textbf{Lemma 4.} For an invertible matrix $B$ and a vector $v$,
\begin{equation}
\det(B+vv^{\mathsf T})=\det B\,\big(1+v^{\mathsf T}B^{-1}v\big).
\label{detlemma}
\end{equation}

\textbf{Proof.} Write $B+vv^{\mathsf T}=B(1+av^{\mathsf T})$ with $a=B^{-1}v$. The matrix $1+av^{\mathsf T}$ leaves every vector orthogonal to $v$ unchanged and multiplies $a$ by $1+v^{\mathsf T}a$. If $v^{\mathsf T}a\ne0$, these vectors form a basis, and the determinant is $1+v^{\mathsf T}a$. Both sides are polynomials in the components of $a$ and $v$, so they agree also when $v^{\mathsf T}a=0$. $\square$

\subsection{Proof of the theorem}

Apply (\ref{detlemma}) to $L-\omega^2$, with $B$ the diagonal matrix of the elements $\omega_{Tj}^2-\omega^2$ and $v_j=\Omega_j/\sqrt{\epsilon_\infty}$. The determinant of a symmetric matrix is the product of its eigenvalues, hence
\begin{equation}
\frac{\prod_j(\omega_{Lj}^2-\omega^2)}{\prod_j(\omega_{Tj}^2-\omega^2)}
=1+\frac1{\epsilon_\infty}\sum_j\frac{\Omega_j^2}{\omega_{Tj}^2-\omega^2}
=\frac{\epsilon(\omega)}{\epsilon_\infty},
\end{equation}
where the last step is Lemma 2. This is (\ref{factor}). Since all $\omega_{Tj}^2$ are positive, $\omega=0$ may be inserted, which gives (\ref{main}). $\square$

\subsection{Remarks}

\textbf{Pairing.} The left side of (\ref{main}) is one product divided by another. Any assignment of longitudinal to transverse modes rearranges the same factors, so it changes the separate ratios and leaves the product as it is.

\textbf{Meaning of the two lists.} The transverse frequencies are the poles of $\epsilon$, where the lattice oscillates with no field. The longitudinal frequencies are its zeros, where a field exists although $\mathbf F=0$.

\textbf{Masses.} At zero frequency the equation of motion reduces to a balance of forces, $\sum Ku=eZE$, which contains no masses. Hence $\epsilon(0)$, and by (\ref{main}) the product of ratios, is fixed by force constants, charges, cell volume and $\epsilon_\infty$. The single frequencies do depend on the masses.

\textbf{Loss of stability.} If $\omega_{T1}$ tends to zero at fixed $\Omega_j$, the static permittivity diverges as $\Omega_1^2/\omega_{T1}^2$, while $L$ stays finite. If a calculation returns $\omega_{T1}^2<0$, the assumed structure is not at a minimum of energy. Formula (\ref{main}) then gives a number that is not the permittivity of a stable state. This number is negative if $\omega_{T1}^2$ is the only negative factor, but it can be positive if $\omega_{L1}^2$ is negative too.

\section{Pairing, a worked perovskite, and limits}

This half uses the following from the first. Together with $\epsilon_\infty$, the transverse frequencies $\omega_{Tj}$ and mode strengths $\Omega_j>0$ determine
\begin{equation}
\epsilon(\omega)=\epsilon_\infty+\sum_j\frac{\Omega_j^2}{\omega_{Tj}^2-\omega^2}
=\epsilon_\infty\prod_j\frac{\omega_{Lj}^2-\omega^2}{\omega_{Tj}^2-\omega^2},
\label{recall}
\end{equation}
and the squared longitudinal frequencies $\omega_{Lj}^2$ are the eigenvalues of $L_{jk}=\omega_{Tj}^2\delta_{jk}+\Omega_j\Omega_k/\epsilon_\infty$. At $\omega=0$ the product of all $\omega_L^2/\omega_T^2$ is $\epsilon(0)/\epsilon_\infty$.

We have shown that the transverse and longitudinal frequencies, together with $\epsilon_\infty$, fix $\epsilon(\omega)$ and its static value, however the modes are paired. It remains to compare two ways of pairing, to find the strength of a single mode, and to examine a perovskite example and the effects of damping, retardation, temperature and bias.
